# The Distribution of Relaxation Times Behind the Cole-Cole Permittivity, part 2

To simulate the transient response of a capacitor with a lossy polymer dielectric, the dielectric is replaced by a finite list of Debye elements. The range of relaxation times and the element strengths are taken from the distribution contained in a Cole-Cole fit.

Fields vary as $e^{+i\omega t}$ and $\varepsilon=\varepsilon'-i\varepsilon''$ is the relative permittivity, with

$$\varepsilon(\omega)=\varepsilon_\infty+\Delta\varepsilon\,F(i\omega\tau_0),\qquad F(z)=\frac{1}{1+z^{\beta}},\qquad \beta=1-\alpha. \tag{1}$$

Here $\varepsilon_\infty$ is the permittivity far above the relaxation, $\Delta\varepsilon$ the total strength, $\tau_0$ the central relaxation time, and $0<\alpha<1$. With $s=\ln(\tau/\tau_0)$, $F(i\omega\tau_0)$ is a superposition of Debye factors $1/(1+i\omega\tau)$ with weight $G(s)\,ds$.

The density $G$ follows from $F_+$, the value of $F$ just above its branch cut on the negative real axis. With $q=e^{-\beta s}$ (in these two equations only; below, $q$ is a fraction of the strength),

$$F_+=\frac{1}{1+q\cos\pi\beta+iq\sin\pi\beta}
=\frac{1+q\cos\pi\beta-iq\sin\pi\beta}{1+2q\cos\pi\beta+q^2}. \tag{10}$$

$$-\mathrm{Im}\,F_+=\frac{\sin\pi\beta}{q^{-1}+q+2\cos\pi\beta}
=\frac{\sin\pi\beta}{2\,[\cosh\beta s+\cos\pi\beta]}. \tag{11}$$

Dividing by $\pi$ gives the density, which is positive, even and of unit area:

$$\boxed{G(s)=\frac{1}{2\pi}\,\frac{\sin\pi\alpha}{\cosh[(1-\alpha)s]-\cos\pi\alpha}} \tag{12}$$

The fraction of the strength with logarithmic time below $s$ is

$$C(s)=\frac12+\frac{1}{\pi\beta}\arctan\!\left[\cot\frac{\pi\alpha}{2}\,\tanh\frac{\beta s}{2}\right]. \tag{18}$$

If a total fraction $p$ is left out at the two ends of the list, the resulting error in $\varepsilon$ is at most $p\,\Delta\varepsilon$ at any real frequency.

The computed values at the end also list two checks of the derivation: a keyhole contour around the cut at finite radii, and the rule that recovers a density from the imaginary part of $F$ near the cut, tested on a Gaussian.

### Width, quantiles and tails

At the centre $\cosh0=1$, and the half-angle formulas give

$$G(0)=\frac{1}{2\pi}\,\frac{\sin\pi\alpha}{1-\cos\pi\alpha}=\frac{1}{2\pi}\cot\frac{\pi\alpha}{2}. \tag{20}$$

The density falls to half this value at $\pm s_h$, where the denominator has doubled: $\cosh\beta s_h-\cos\pi\alpha=2(1-\cos\pi\alpha)$. The time below which a fraction $q$ lies follows by solving $C(s_q)=q$ in (18). Thus

$$\cosh\beta s_h=2-\cos\pi\alpha,\qquad
\tanh\frac{\beta s_q}{2}=\tan\frac{\pi\alpha}{2}\,\tan\!\left[\pi\beta\left(q-\tfrac12\right)\right]. \tag{21}$$

For large $|s|$, $\cosh\beta s\approx e^{\beta|s|}/2$ dominates the denominator, so

$$G(s)\approx\frac{\sin\pi\alpha}{\pi}\,e^{-\beta|s|}. \tag{22}$$

The mean of $\ln\tau$ exists and equals $\ln\tau_0$, by evenness. The arithmetic mean of $\tau$ does not exist. Its integrand $G(s)e^s$ grows as $e^{(1-\beta)s}=e^{\alpha s}$, and with a cutoff at $s=L$ the mean is asymptotically

$$\frac{\langle\tau\rangle_L}{\tau_0}\approx\frac{\sin\pi\alpha}{\pi\alpha}\,e^{\alpha L}. \tag{23}$$

This has a visible consequence. With a finite longest time, every element has loss $\omega\tau/(1+\omega^2\tau^2)\approx\omega\tau$ at low enough frequency, and the total loss is proportional to $\omega$. The full Cole-Cole function has $F\approx1-(i\omega\tau_0)^\beta$, hence a loss proportional to $\omega^\beta$. A truncated set of elements must depart from the Cole-Cole loss below the inverse of its longest relaxation time.

As $\alpha\to1$, so that $\beta\to0$, (18) gives $C(s)-\tfrac12\approx\beta s/4$ at fixed $s$. The weight in any finite window then vanishes, and the distribution spreads without limit.

### The loss peak

With $\omega\tau_0=e^v$, $(i\omega\tau_0)^\beta=e^{\beta v}e^{i\pi\beta/2}$. This has the form treated in (10) and (11), with angle $\pi\beta/2$ instead of $\pi\beta$, so

$$\varepsilon''=\frac{\Delta\varepsilon}{2}\,\frac{\sin(\pi\beta/2)}{\cosh\beta v+\cos(\pi\beta/2)},\qquad
\varepsilon''_{\max}=\frac{\Delta\varepsilon}{2}\tan\frac{\pi\beta}{4}. \tag{24}$$

The maximum is at $v=0$, where the hyperbolic cosine is smallest. Half the peak loss is reached at $\cosh\beta v=2+\cos(\pi\beta/2)$, while (21) can be written $\cosh\beta s_h=2+\cos\pi\beta$. As $\cos(\pi\beta/2)>\cos\pi\beta$, the loss peak is wider than the distribution. Each Debye element has a loss peak of finite width, so reading relaxation times directly from the width of the loss peak overestimates their spread.

### The Debye delta function

As $\alpha\to0$ the weight should concentrate at $s=0$. By evenness and normalization, the weight outside $|s|<d$ is $W_d=2[1-C(d)]$. For positive $y$, $\arctan y=\pi/2-\arctan(1/y)$, and (18) gives

$$W_d=1-\frac1\beta\left\{1-\frac2\pi\arctan\!\left[\tan\frac{\pi\alpha}{2}\,\coth\frac{\beta d}{2}\right]\right\}. \tag{25}$$

To first order in $\alpha$ at fixed $d$, $1/\beta\approx1+\alpha$ and the arctangent is $(\pi\alpha/2)\coth(d/2)$. Thus

$$W_d\approx1-(1+\alpha)\left(1-\alpha\coth\frac d2\right)\approx\alpha\left(\coth\frac d2-1\right)=\frac{2\alpha}{e^d-1}. \tag{26}$$

The last step uses $\coth(d/2)=(e^d+1)/(e^d-1)$. For $d=1$ and $\alpha=10^{-2}$, $10^{-3}$, $10^{-4}$, direct integration of $G$ gives outside weights of $1.194\times10^{-2}$, $1.167\times10^{-3}$ and $1.1643\times10^{-4}$. The first-order values are $1.164\times10^{-2}$, $1.164\times10^{-3}$ and $1.1640\times10^{-4}$, so the relative difference shrinks with $\alpha$.

Let $\varphi$ be continuous and bounded, $|\varphi|\le M$. Because $G$ is positive with unit area,

$$\left|\int G\varphi\,ds-\varphi(0)\right|
\le\max_{|s|\le d}|\varphi(s)-\varphi(0)|+2M\,W_d. \tag{27}$$

First choose $d$ small enough to make the first term as small as desired; then let $\alpha\to0$, which removes the second. This proves

$$\lim_{\alpha\to0^+}\int G(s)\varphi(s)\,ds=\varphi(0),\qquad G(s)\to\delta(s). \tag{28}$$

The arrow means convergence under an integral with such a $\varphi$. The Debye factor $\varphi(s)=1/(1+i\omega\tau_0e^s)$ is bounded and continuous, and it yields $1/(1+i\omega\tau_0)$, a single process at $\tau_0$.

The way the peak narrows follows from expanding (12) for small $\alpha$ and $s$. Then $\sin\pi\alpha\approx\pi\alpha$, and $\cosh\beta s-\cos\pi\alpha\approx(s^2+\pi^2\alpha^2)/2$, so

$$G(s)\approx\frac{\alpha}{s^2+\pi^2\alpha^2}. \tag{29}$$

This is a Lorentzian of half width $\pi\alpha$, height $1/(\pi^2\alpha)$ and unit area.

For a bounded $\varphi$ with a continuous second derivative the leading error can be found too. Evenness and normalization give

$$\int G\varphi\,ds-\varphi(0)=\int_0^\infty G(s)\,[\varphi(s)+\varphi(-s)-2\varphi(0)]\,ds. \tag{30}$$

At fixed $s>0$, $G/\alpha\to1/[2(\cosh s-1)]=1/[4\sinh^2(s/2)]$. The bracket is of order $s^2$ near zero. There $G/\alpha\le1/(\beta s)^2$, because $\sin\pi\alpha\le\pi\alpha$ and $\cosh\beta s-\cos\pi\alpha\ge\beta^2s^2/2$; at large $s$, $G/\alpha$ decays exponentially. The limit may therefore be taken inside the integral:

$$\int G\varphi\,ds-\varphi(0)\approx\alpha\int_0^\infty\frac{\varphi(s)+\varphi(-s)-2\varphi(0)}{4\sinh^2(s/2)}\,ds. \tag{31}$$

For $\varphi=1/[1+(s-0.5)^2]$ the coefficient of $\alpha$ is $-0.918$. The computed deviations divided by $\alpha$ are $-0.927$, $-0.919$ and $-0.918$ for $\alpha=10^{-2}$, $10^{-3}$ and $10^{-4}$.

### A polymer film

Consider a 500 nm film in the regime of the secondary relaxation of poly(methyl methacrylate), PMMA, near room temperature. Illustrative values, not fitted to data, are $\varepsilon_\infty=2.7$, $\Delta\varepsilon=1.3$, $\alpha=0.45$ and a loss peak at 10 Hz at 300 K. Then $\beta=0.55$ and $\tau_0=1/(2\pi\times10\ \mathrm{Hz})=15.9$ ms. Equations (20) and (21) give

$$G(0)=\frac{\cot(0.225\pi)}{2\pi}=0.186,\qquad
s_h=\frac{\operatorname{arccosh}(2-\cos0.45\pi)}{0.55}=2.22. \tag{32}$$

The half-height times are $15.9\,e^{\mp2.22}$ ms, or 1.7 and 147 ms, a full width of $2(2.22)/\ln10=1.9$ decades. For $q=0.1$ and $0.9$, (21) gives 0.65 and 391 ms.

Elements confined to one decade either side of $\tau_0$ would hold 67% of the strength and leave $0.33\times1.3=0.43$ of permittivity unassigned. Extending the list from 0.65 to 391 ms captures 80%; the error from the omitted ends is then at most $0.2\times1.3=0.26$.

The peak loss is $0.65\tan(0.1375\pi)=0.30$, against 0.65 for a single Debye process of equal strength. From (1), $\varepsilon'$ is 3.76 at 1 Hz and 2.77 at 1 kHz. The capacitance per area, $\varepsilon_0\varepsilon'/(500\ \mathrm{nm})$, falls from 6.7 to 4.9 nF/cm². The numerical output after the text gives more digits.

### What the model leaves out

Ohmic conduction adds a current $\sigma E$ to the displacement current $i\omega\varepsilon_0\varepsilon E$, and hence a loss $\sigma/(\omega\varepsilon_0)$. For a rough $\sigma=10^{-15}$ S/cm this is $1.8\times10^{-4}$ at 10 Hz, but it equals the dipolar loss at 0.040 Hz. The 2.8% of the weight slower than the corresponding time, $1/(2\pi f)\approx4$ s, is poorly determined by loss data.

Near and above the loss peak, temperature matters more than conduction. With a rough activation energy of 0.8 eV, heating to 330 K multiplies the peak frequency by $\exp[(E_a/k)(1/300-1/330)]=16.7$, with temperatures in kelvin. The peak moves to 167 Hz. With $\alpha$, $\varepsilon_\infty$ and $\Delta\varepsilon$ held fixed, $\varepsilon'$ at 100 Hz rises from 2.94 to 3.46, or by 18%.

If all dipoles shared one prefactor and differed in barrier alone, $s$ would be the barrier difference divided by $kT$. The full width would correspond to $2(2.22)kT=0.115$ eV. A fixed barrier spread would make the distribution in $s$ narrower by the factor $300/330$ at 330 K, so a constant $\alpha$ is itself an approximation.

Asymmetry can be sized with the Havriliak-Negami form $[1+(i\omega\tau)^\beta]^{-\gamma}$. With $\gamma=0.8$, the same $\beta$ and $\Delta\varepsilon$, and aligned peak positions, the largest change in loss is 7.8% of the Cole-Cole peak.

Two other effects are small here. Times below 0.1 ps, where a Debye description of molecular motion loses its meaning, carry a weight of $4\times10^{-7}$; this figure depends exponentially on $\beta$ and would be $4\times10^{-4}$ for $\alpha=0.7$ and $5\times10^{-3}$ for $\alpha=0.8$. A bias of 10 V gives 0.20 MV/cm, 15 times below a rough breakdown field of 3 MV/cm. For a dipole of 1.7 D and the Lorentz local-field factor $(4.0+2)/3=2$, the dipole energy is $x=0.055$ in units of $kT$. For a freely rotating dipole, a simplification for a side group, the Langevin function $x/3-x^3/45$ then lowers the ratio of polarization to field by the fraction $x^2/15=2\times10^{-4}$. The response to a small alternating field added to the bias follows the slope of that function and falls by $x^2/5=6\times10^{-4}$.

PMMA does have a broad secondary relaxation, associated with its ester side groups, but the values used are illustrative. Measured PMMA loss falls more slowly above the peak than the $\omega^{-0.55}$ of this example, so a fit to real data will give a broader distribution and different capacitances; the widths and times above should be recomputed from such a fit. At 100 Hz the assumption of a fixed temperature is the most serious of those sized here: 30 K of heating changes $\varepsilon'$ by 18%. For the assumed low-field $\sigma$, the neglected conduction exceeds the dipolar loss below about 0.04 Hz at 300 K; a tenfold smaller or larger $\sigma$ moves this to 0.009 or 0.19 Hz. Under a bias of 0.2 MV/cm the conduction need not be ohmic and can be larger, an effect not sized here. At still higher temperatures the secondary process merges with the relaxation of the glass transition, and a single Cole-Cole term is no longer an adequate starting point.

## Values computed for the example and the checks

```
TESTS
superposition, largest error: 4.5e-16
normalization, largest error: 4.4e-16
inversion rule on Gaussian, error: 3.0e-04
finite keyhole contour, error: 5.9e-11
Debye limit, predicted deviation/alpha: -0.9179
alpha=1e-02: deviation -9.2730e-03, weight |s|>1 1.1938e-02, first order 1.1640e-02
alpha=1e-03: deviation -9.1887e-04, weight |s|>1 1.1670e-03, first order 1.1640e-03
alpha=1e-04: deviation -9.1798e-05, weight |s|>1 1.1643e-04, first order 1.1640e-04
EXAMPLE INPUTS (rough typical values)
alpha 0.45, eps_inf 2.7, delta_eps 1.3
loss peak 10 Hz at 300 K, film 500 nm
conductivity 1e-15 S/cm, activation energy 0.8 eV
dipole 1.7 D, bias 10 V, breakdown 3.0 MV/cm
EXAMPLE RESULTS
tau0: 15.92 ms
peak density G(0): 0.1863 per unit ln(tau)
half-height |s|: 2.221
half-height times: 1.73 and 146.7 ms
full width at half height: 1.93 decades
10% and 90% quantiles: 0.648 and 391 ms
weight within one decade either side of tau0: 67.2 %
peak loss eps'': 0.2997
Debye peak loss for same delta_eps: 0.6500
1 Hz: eps' 3.7639, eps'' 0.1927, from G 3.7639, 0.1927
1 Hz: capacitance 6.665 nF/cm2
1000 Hz: eps' 2.7678, eps'' 0.0708, from G 2.7678, 0.0708
1000 Hz: capacitance 4.901 nF/cm2
NEGLECTED EFFECTS
ohmic eps'' at loss peak: 1.80e-04
ohmic loss equals dipolar loss at: 0.0402 Hz
weight slower than 1/(2 pi f) there: 2.77 %
loss peak at 330 K: 167 Hz (factor 16.7)
eps' at 100 Hz: 2.936 at 300 K, 3.459 at 330 K
equivalent barrier spread, full width: 0.115 eV
asymmetry exponent 0.8: largest loss change 7.8 % of peak
weight at times below 0.1 ps: 3.9e-07
applied field: 0.20 MV/cm, breakdown margin: 15 times
dipole energy/kT: 0.0548, saturation loss: 2.0e-04
```
